# The Uehling potential and the hydrogen 2s shift from the polarization loop: a numerical check

```python
# Uehling potential from the one-loop polarization trace; hydrogen n=2 shifts.
# Units hbar=c=m_e=1, e^2=4 pi alpha, metric (+,-,-,-), q^2=-Q^2, za=Z alpha, mu=reduced mass.
# Under test:
#  Pi^{mu nu}=(q^2 g-q q)Pi, Pi=(2 alpha/pi) int x(1-x) sum c_i ln(M_i^2+x(1-x)Q^2) (Pauli-Villars)
#  Pihat(Q)=(2 alpha/pi) int x(1-x) ln(1+x(1-x)Q^2), deltaV(Q)=-4 pi za Pihat/Q^2
#  U(r)=-(za/r)(2 alpha/3 pi)F(r), F=int_1^inf w e^{-2rt} dt, w=(1+1/2t^2)sqrt(t^2-1)/t^2
#  dE(2s)=(alpha/pi)(za^4/8)[-4/15 mu^3+5 pi/48 za mu^4-3/10 za^2 mu^5+...]
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from numpy.polynomial.legendre import leggauss
pi = np.pi
mp.mp.dps = 40
alpha = C.fine_structure; za = alpha; mu = C.m_p/(C.m_p+C.m_e)
eV = C.m_e*C.c**2/C.e; MHz = C.m_e*C.c**2/C.h/1e6
def show(label, v, unit="", d=7): print(f"{label} = {float(v):.{d}g} {unit}")
def GL(n, a, b):
    x, w = leggauss(n); return a+(b-a)*(x+1)/2, w*(b-a)/2

# trace with explicit Dirac matrices
sig = [np.array(s, complex) for s in ([[0,1],[1,0]], [[0,-1j],[1j,0]], [[1,0],[0,-1]])]
Z2, I2, I4 = np.zeros((2,2)), np.eye(2), np.eye(4)
gam = [np.block([[I2,Z2],[Z2,-I2]]).astype(complex)]+[np.block([[Z2,s],[-s,Z2]]) for s in sig]
g = np.diag([1.,-1,-1,-1])
slash = lambda p: sum(g[i,i]*p[i]*gam[i] for i in range(4))
rng = np.random.default_rng(1)
k, kp, m = rng.normal(size=4), rng.normal(size=4), 1.3
T = np.array([[np.trace(a@(slash(k)+m*I4)@b@(slash(kp)+m*I4)) for b in gam] for a in gam])
assert np.allclose(T, 4*(np.outer(k,kp)+np.outer(kp,k)-g*(k@g@kp-m*m)), atol=1e-12)

# radial integrals after Wick rotation
D, K = 1.7, 90.
assert abs(quad(lambda u: u*(D+u/2)/(u+D)**2, 0, K)[0]-(K/2-D/2+D*D/(2*(K+D)))) < 1e-8
assert abs(quad(lambda u: u/(u+D)**2, 0, K)[0]-(np.log(1+K/D)-K/(K+D))) < 1e-8

# direct 4D Euclidean quadrature of the regulated loop, no Feynman parameter
def loop(Q, cs, M2):
    a, b, A, B = sp.symbols('a b A B')
    den = [(A+M)*(B+M) for M in M2]
    num = sp.expand(sum(c*(a+b*M)*sp.prod(den[:i]+den[i+1:]) for i, (c, M) in enumerate(zip(cs, M2))))
    f = sp.lambdify((a,b,A,B), num/sp.prod(den), 'numpy')
    s, ws = GL(200, 0, 1); th, wt = GL(80, 0, pi)
    kk = (2*s/(1-s))[:,None]; wk = (2*ws/(1-s)**2)[:,None]; c = np.cos(th); s2 = np.sin(th)**2
    A_, B_, kkp = kk**2+0*c, kk**2+2*kk*Q*c+Q*Q, kk**2+kk*Q*c
    meas = -4*4*pi*kk**3*s2*wk*wt/(2*pi)**4
    I = lambda a_, b_: np.sum(meas*f(a_, b_, A_, B_))
    return (I(kkp-2*kk**2*s2/3, 1.), I(2*kkp, 4.), I(2*Q*kk*c*(Q*kk*c+Q*Q)-Q*Q*kkp, -Q*Q))
def PiPV(Q, cs, M2):   # Pi/e^2
    return quad(lambda x: x*(1-x)*sum(c*np.log(M+x*(1-x)*Q*Q) for c, M in zip(cs, M2)),
                0, 1, epsabs=1e-13)[0]/(2*pi**2)
cs, M2 = [1,-2,1], [1,5,9]
for Q in (0.7, 3.0):
    p00, ptr, pqq = loop(Q, cs, M2); P = PiPV(Q, cs, M2)
    assert abs(p00/(-Q*Q*P)-1) < 1e-7 and abs(ptr/(-3*Q*Q*P)-1) < 1e-7 and abs(pqq) < 1e-8
show("PV masses^2 1,5,9, Q=3m: Pi^00/e^2 4D quadrature", p00, "m^2")
show("  same from -Q^2 Pi formula", -9*P, "m^2")
ctrl = loop(3.0, [1,-1], [1,5])[2]
assert abs(ctrl/(-9*(1-5)/(8*pi**2))-1) < 1e-6
show("one subtraction (1,5), Q=3m: q q Pi/e^2", ctrl, "m^4")

# Dyson sum with 4x4 matrices
q = np.array([0, .3, -.4, 1.2]); q2 = q@g@q; P = 0.2
D0 = -1j*g/q2; iPi = 1j*P*(q2*g-np.outer(q,q))
assert abs((np.linalg.inv(I4-D0@iPi)@D0)[0,0]-(-1j/(q2*(1-P)))) < 1e-12

# renormalized function in units alpha/pi: Feynman, closed, spectral forms
xg, wg = GL(40, 0, 1)
feyn = lambda Q: 2*quad(lambda x: x*(1-x)*np.log1p(x*(1-x)*Q*Q), 0, 1, epsabs=1e-13)[0]
def closed(Q):
    y = 4/Q**2; b = np.sqrt(1+y); return (-5/3+y+(1-y/2)*b*np.log((b+1)**2/y))/3
w = lambda t: (1+.5/t**2)*np.sqrt(t*t-1)/t**2
spec = lambda Q: 2/3*quad(lambda u: w(np.cosh(u))*np.sinh(u)*Q*Q/(Q*Q+4*np.cosh(u)**2), 0, 30, epsabs=1e-12)[0]
Ph = lambda Q: closed(Q) if Q > 1 else 2*np.sum(wg*xg*(1-xg)*np.log1p(xg*(1-xg)*Q*Q))
for Q in (0.5, 2., 15.):
    assert abs(closed(Q)/feyn(Q)-1) < 1e-8 and abs(spec(Q)/feyn(Q)-1) < 1e-8
    show(f"Pihat(Q={Q} m)", closed(Q), "alpha/pi")
for L2 in (1e3, 1e5):
    Ms = [1, 1+L2, 1+2*L2]
    assert abs(4*pi**2*(PiPV(2., cs, Ms)-PiPV(0., cs, Ms))-feyn(2.)) < 0.15*4/L2
x, y = sp.symbols('x y')
ser = sp.series(sp.log(1+x*(1-x)*y), y, 0, 3).removeO()
co = sp.Poly(sp.integrate(sp.expand(2*x*(1-x)*ser), (x,0,1)), y).all_coeffs()
assert co[:2] == [sp.Rational(-1,140), sp.Rational(1,15)]
print("Pihat/(alpha/pi): coefficients of Q^2, Q^4 =", co[1], co[0])

# spectral weight from pair creation with explicit spinors
for t in (1.2, 2.5):
    p = np.sqrt(t*t-1)*np.array([.6, 0, .8]); al = [gam[0]@a for a in gam[1:]]
    vec = np.linalg.eigh(sum(p[i]*al[i] for i in range(3))+gam[0])[1]*np.sqrt(2*t)
    amp2 = sum(np.sum(abs(vec[:,2:].conj().T@a@vec[:,:2])**2) for a in al)
    s = 4*t*t; be = np.sqrt(1-1/t**2)
    rate = .5*4*pi*amp2*be/(8*pi)/(3*s)              # -Im Pi/alpha from the golden rule
    cut = 2*quad(lambda x: x*(1-x), (1-be)/2, (1+be)/2)[0]
    assert abs(rate/cut-1) < 1e-10 and abs(rate*2/t/(2/3*w(t))-1) < 1e-10

# coordinate space
xu, wu = GL(80, 0, 1)
def F(r, scaled=False):
    U = np.arccosh(1+20/r); u = U*xu
    v = U*np.sum(wu*(1+.5/np.cosh(u)**2)*np.tanh(u)**2*np.exp(-4*r*np.sinh(u/2)**2))
    return v if scaled else v*np.exp(-2*r)
for r in (0.2, 0.5, 1.0):
    ft = 2/pi*1.5*quad(lambda Q: Ph(Q)/Q if Q > 0 else 0., 0, np.inf, weight='sin', wvar=r,
                       epsabs=1e-10, limlst=200)[0]
    assert abs(ft/F(r)-1) < 1e-6
    print(f"F(mr={r}): spectral {F(r):.7f}  Fourier {ft:.7f}")
for r in (1e-2, 1e-4): assert abs(F(r)+np.log(r)+np.euler_gamma+5/6) < 3*r
for r in (50., 500.): assert abs(F(r, True)/(3*np.sqrt(pi)/8*r**-1.5)-1) < 2.5/r
for n, ref in ((1, .1), (2, 5*pi/256), (3, 9/140)):
    mo = quad(lambda r: r**n*F(r), 0, 30, epsabs=1e-12, limit=200)[0]
    assert abs(mo/ref-1) < 1e-8
    show(f"int rho^{n} F drho", mo)

# 2s function, Bohr units
r_ = sp.symbols('r', positive=True); R = (1-r_/2)*sp.exp(-r_/2)/sp.sqrt(2)
assert sp.simplify(-sp.diff(r_*R, r_, 2)/2-R+r_*R/8) == 0 and sp.integrate(sp.expand(r_**2*R**2), (r_,0,sp.oo)) == 1
assert sp.expand(sp.series(2*R**2, r_, 0, 3).removeO()-(1-2*r_+7*r_**2/4)) == 0

def expU(c, p0, lam, z):   # <U> for radial density sum c_j r^(p0+j) exp(-2 lam r)
    nrm = sum(cj*mp.gamma(p0+j+1)/(2*lam)**(p0+j+1) for j, cj in enumerate(c))
    cg = [cj*mp.gamma(p0+j) for j, cj in enumerate(c)]
    f = lambda s: (1+s*s/2)*mp.sqrt(1-s*s)/s*sum(v*(s/(2*(1+lam*s)))**(p0+j) for j, v in enumerate(cg))
    return -z*2*alpha/(3*mp.pi)*mp.quad(f, [0, 1])/nrm
def s2s(z, m_=1):
    l = mp.mpf(z)*m_/2; return expU([1, -2*l, l*l], 2, l, z)
s2p = lambda z: expU([1], 4, mp.mpf(z)/2, z)
def dirac(z, kap):
    z = mp.mpf(z); ga = mp.sqrt(1-z*z); E = 1/mp.sqrt(1+(z/(1+ga))**2); l = mp.sqrt(1-E*E)
    a0, b0 = (1, -z/(ga+1)) if kap < 0 else (z/(ga+1), 1)
    sol = mp.lu_solve(mp.matrix([[ga+1+kap, -z], [z, ga+1-kap]]),
                      mp.matrix([l*a0+(E+1)*b0, l*b0+(1-E)*a0]))
    a1, b1 = sol[0], sol[1]
    assert abs(l*a1+(E+1)*b1) < 1e-18*abs(l*a1)      # series terminates
    return expU([a0*a0+b0*b0, 2*(a0*a1+b0*b1), a1*a1+b1*b1], 2*ga, l, z)
pre = alpha/pi*za**4/8
t1, t2, t3 = -4/15*pre*mu**3, 5*pi/48*za*pre*mu**4, -.3*za**2*pre*mu**5
full = float(s2s(za, mu))
assert abs(full-t1-t2-t3) < 2*za*abs(t3)
psi0 = float(R.subs(r_, 0)**2)/(4*pi)*(mu*za)**3
strength = -4*pi*za*2*alpha/(3*pi)*quad(lambda r: r*F(r), 0, 30, epsabs=1e-12, limit=200)[0]
assert abs(strength*psi0/t1-1) < 1e-8
ff = lambda q: (1-q*q)*(1-2*q*q)/(1+q*q)**4
mom = -2*za/pi*alpha/pi*sum(quad(lambda y: np.exp(y)*Ph(np.exp(y))*ff(np.exp(y)/(mu*za)), a, a+1,
                                 epsabs=1e-20, epsrel=1e-11)[0] for a in range(-20, 10))
assert abs(mom/full-1) < 1e-8

# eigenvalue with lam*U by shooting, Bohr units
def level(lam):
    def mis(E):
        def out(x, v):
            r = np.exp(x); rho = r/(mu*za)
            c = 1+(lam*2*alpha/(3*pi)*F(rho) if rho < 40 else 0.)
            return [r*v[1], -2*(c+E*r)*v[0]]
        o = solve_ivp(out, [np.log(1e-7), np.log(5.)], [1e-7, 1.], method='DOP853', rtol=1e-12, atol=1e-22).y[:,-1]
        i = solve_ivp(lambda r, v: [v[1], -2*(1/r+E)*v[0]], [60., 5.], [1., -.47],
                      method='DOP853', rtol=1e-12, atol=1e-12).y[:,-1]
        return o[1]/o[0]-i[1]/i[0]
    return brentq(mis, -.1251, -.1249, xtol=1e-13)
lam = 500.; E0, Ep, Em = level(0.), level(lam), level(-lam); Ha = mu*za**2
first, second = (Ep-Em)/(2*lam)*Ha, (Ep+Em-2*E0)/(2*lam**2)*Ha
assert abs(E0+.125) < 1e-9 and abs(first/full-1) < 5e-4 and -1e-3 < second*MHz < 0

# Dirac wave functions, infinite nuclear mass
u6 = lambda z: alpha/mp.pi*mp.mpf(z)**6/8
Dz = [(dirac(z, -1)-s2s(z))/u6(z) for z in (1e-4, 1e-5)]
slope = (Dz[1]-Dz[0])/mp.log(100)
assert abs(slope+mp.mpf(2)/15) < 5e-4
for z in (za, za/10):
    assert abs(s2p(z)/u6(z)*70+1) < 3*z and abs(dirac(z, 1)/u6(z)*140/9+1) < 3*z
d2s, d2p = dirac(za, -1), dirac(za, 1)

show("alpha", alpha, "", 10); show("m c^2", eV, "eV", 9); show("m c^2/h", MHz, "MHz", 9)
show("mu/m", mu, "", 9); show("(mu/m)^3", mu**3, "", 8)
show("hbar/(m c)", C.hbar/(C.m_e*C.c)*1e15, "fm"); show("a = 1/(mu alpha)", 1/(mu*za), "hbar/mc")
show("int U d^3r", strength, "mc^2 (hbar/mc)^3"); show("|psi_2s(0)|^2 with mu", psi0, "(mc/hbar)^3")
show("prefactor (alpha/pi) alpha^4 m/8", pre*MHz, "MHz")
show("delta limit 2s, infinite mass", -4/15*pre*eV, "eV"); show("delta limit 2s, infinite mass", -4/15*pre*MHz, "MHz")
show("delta limit 2s, reduced mass", t1*eV, "eV"); show("delta limit 2s, reduced mass", t1*MHz, "MHz")
show("range term 5pi/48", t2*MHz, "MHz", 5); show("range term / delta term", t2/t1, "", 4)
show("term -3/10", t3*MHz, "MHz", 4); show("sum of three terms", (t1+t2+t3)*MHz, "MHz")
show("<U> 2s Schroedinger, mu, position space", full*MHz, "MHz")
show("<U> 2s Schroedinger, mu, momentum space", mom*MHz, "MHz")
show("first order from shooting (lambda=+-500)", first*MHz, "MHz", 5)
show("second order in U from shooting", second*MHz*1e3, "kHz", 2)
show("<U> 2s Schroedinger, infinite mass", s2s(za)*MHz, "MHz")
show("<U> 2s Dirac, infinite mass", d2s*MHz, "MHz")
show("Dirac - Schroedinger 2s", (d2s-s2s(za))*MHz*1e3, "kHz", 4)
show("coefficient of za^2 ln(za^-2), from za=1e-4,1e-5", slope, "", 5)
show("unit (alpha/pi) alpha^6 m/8", u6(za)*MHz*1e3, "kHz", 5)
show("<U> 2p Schroedinger, infinite mass", s2p(za)*MHz*1e3, "kHz", 4)
show("  limit -1/70", -u6(za)/70*MHz*1e3, "kHz", 4)
show("<U> 2p1/2 Dirac, infinite mass", d2p*MHz*1e3, "kHz", 4)
show("  limit -9/140", -9*u6(za)/140*MHz*1e3, "kHz", 4)
show("2s - 2p1/2 Dirac, infinite mass", (d2s-d2p)*MHz, "MHz")
print("done: every assertion held")
```

Running it gives:

```
PV masses^2 1,5,9, Q=3m: Pi^00/e^2 4D quadrature = 0.0333247 m^2
  same from -Q^2 Pi formula = 0.0333247 m^2
one subtraction (1,5), Q=3m: q q Pi/e^2 = 0.4559453 m^4
Pihat(Q=0.5 m) = 0.0162361 alpha/pi
Pihat(Q=2.0 m) = 0.1932613 alpha/pi
Pihat(Q=15.0 m) = 1.258468 alpha/pi
Pihat/(alpha/pi): coefficients of Q^2, Q^4 = 1/15 -1/140
F(mr=0.2): spectral 0.6171569  Fourier 0.6171569
F(mr=0.5): spectral 0.1779336  Fourier 0.1779336
F(mr=1.0): spectral 0.0359327  Fourier 0.0359327
int rho^1 F drho = 0.1 
int rho^2 F drho = 0.06135923 
int rho^3 F drho = 0.06428571 
alpha = 0.007297352564 
m c^2 = 510998.951 eV
m c^2/h = 1.23558997e+14 MHz
mu/m = 0.999455679 
(mu/m)^3 = 0.99836793 
hbar/(m c) = 386.1593 fm
a = 1/(mu alpha) = 137.1106 hbar/mc
int U d^3r = -1.420036e-05 mc^2 (hbar/mc)^3
|psi_2s(0)|^2 with mu = 1.543643e-08 (mc/hbar)^3
prefactor (alpha/pi) alpha^4 m/8 = 101.7328 MHz
delta limit 2s, infinite mass = -1.121955e-07 eV
delta limit 2s, infinite mass = -27.12876 MHz
delta limit 2s, reduced mass = -1.120124e-07 eV
delta limit 2s, reduced mass = -27.08448 MHz
range term 5pi/48 = 0.24241 MHz
range term / delta term = -0.00895 
term -3/10 = -0.001621 MHz
sum of three terms = -26.84369 MHz
<U> 2s Schroedinger, mu, position space = -26.84368 MHz
<U> 2s Schroedinger, mu, momentum space = -26.84368 MHz
first order from shooting (lambda=+-500) = -26.844 MHz
second order in U from shooting = -0.11 kHz
<U> 2s Schroedinger, infinite mass = -26.88743 MHz
<U> 2s Dirac, infinite mass = -26.8973 MHz
Dirac - Schroedinger 2s = -9.874 kHz
coefficient of za^2 ln(za^-2), from za=1e-4,1e-5 = -0.1334 
unit (alpha/pi) alpha^6 m/8 = 5.4174 kHz
<U> 2p Schroedinger, infinite mass = -0.07655 kHz
  limit -1/70 = -0.07739 kHz
<U> 2p1/2 Dirac, infinite mass = -0.3467 kHz
  limit -9/140 = -0.3483 kHz
2s - 2p1/2 Dirac, infinite mass = -26.89696 MHz
done: every assertion held
```
